# Peak-frequency equivalent capacitance of a parallel resistor and constant-phase element

A model ferroelectric capacitor, a 10 nm film of hafnium-zirconium oxide under an electrode 100 μm in diameter, has a capacitance of 269 pF when it is read from the peak of its impedance arc, and 201 pF when it is read at 10 kHz. The corresponding relative permittivities are 38.7 and 28.9. Both readings come from one linear circuit with three fixed parameters, so neither noise nor a change in the film separates them. They differ because they belong to different frequencies. The peak lies at 0.59 Hz, and in place of an ordinary capacitor the circuit contains an element whose capacitance falls as the frequency rises.

## Circuit and conventions

A resistance $R>0$ is in parallel with a constant-phase element. With the time factor $e^{+j\omega t}$, the admittance of the element is

$$Y_Q(\omega)=Q(j\omega)^n,\qquad Q>0,\quad 0<n\le 1,\qquad j^n=e^{jn\pi/2}.$$

Its phase is $n\pi/2$ at every frequency, hence the name. Since $Y_Q$ is in siemens, $Q$ has the unit S s$^n$. It is a capacitance at $n=1$ and for no other $n$ in this range; a fitted $Q$ must not be reported in farads when $n<1$.

The response is assumed linear, and $R$, $Q$ and $n$ are assumed constant over the frequencies used.

## Impedance

Admittances in parallel add:

$$Y=\frac1R+Q(j\omega)^n=\frac{1+RQ(j\omega)^n}{R}.$$

The product $RQ$ has the unit s$^n$, so its $n$th root is a time:

$$\tau=(RQ)^{1/n},\qquad Z=\frac1Y=\frac{R}{1+(j\omega\tau)^n}.$$

Define $u=(\omega\tau)^n$ and $\theta=n\pi/2$. Then $(j\omega\tau)^n=u\,e^{j\theta}$. Multiplying numerator and denominator by the complex conjugate of the denominator gives

$$Z=\frac{R}{1+u\cos\theta+ju\sin\theta}
=R\,\frac{1+u\cos\theta-ju\sin\theta}{(1+u\cos\theta)^2+u^2\sin^2\theta}.$$

Because $\cos^2\theta+\sin^2\theta=1$, the denominator is $D=1+2u\cos\theta+u^2$. It is positive, since $\cos\theta\ge0$ in the stated range of $n$. Therefore

$$\mathrm{Re}\,Z=R\,\frac{1+u\cos\theta}{D},\qquad
-\mathrm{Im}\,Z=R\,\frac{u\sin\theta}{D}.$$

## The peak is unique

For $\omega>0$ we have $u>0$, and we may divide the numerator and denominator of the second expression by $u$:

$$-\mathrm{Im}\,Z=\frac{R\sin\theta}{u+1/u+2\cos\theta}.$$

The numerator does not depend on frequency and is positive, so the maximum lies where $u+1/u$ is smallest. From

$$u+\frac1u-2=\frac{(1-u)^2}{u}\ge0,$$

with equality at $u=1$ alone, and because $u$ rises monotonically with $\omega$, there is exactly one maximum. It lies at

$$\omega_m\tau=1,\qquad \omega_m=(RQ)^{-1/n}.$$

## Matching to an ideal arc

An ideal capacitor $C$ in parallel with $R$ is the case $n=1$, $Q=C$. Its peak is at $1/(RC)$. We now require that the ideal circuit have the same $R$ and the same peak frequency as the real one:

$$\frac{1}{RC_{\rm eq}}=(RQ)^{-1/n}
\quad\Longrightarrow\quad
C_{\rm eq}=\frac{(RQ)^{1/n}}{R}.$$

Collecting the powers of $R$, with $1/n-1=(1-n)/n$, gives the result:

$$\boxed{C_{\rm eq}=Q^{1/n}R^{(1-n)/n}=\frac{\tau}{R}=\frac{1}{\omega_mR}}$$

The unit is s/Ω, which is the farad. An equivalent form follows from $Q=\tau^n/R$:

$$Q\,\omega_m^{\,n-1}=\frac{\tau^n}{R}\,\tau^{1-n}=\frac{\tau}{R}=C_{\rm eq}.$$

At $n=1$ the result reduces to $C_{\rm eq}=Q$. As $n\to0$ it loses its use: the peak height tends to zero, as shown below, and $\ln\tau=\ln(RQ)/n$ diverges if $RQ$ is held at any numerical value other than one.

The peaks of the two circuits were also located numerically from their complex impedances. For $n=0.3$, 0.6, 0.9, 0.97 and 1, each with $(R,Q)$ equal to $(10^6,10^{-6})$, $(2\times10^3,3\times10^{-6})$ and $(10^9,2.8\times10^{-10})$ in the units above, the largest relative difference between the peak frequencies was $6\times10^{-8}$.

## What the match leaves unmatched

At $u=1$ the real part is $R(1+\cos\theta)/(2+2\cos\theta)=R/2$, as for an ideal arc. The height is different. With $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ and $1+\cos\theta=2\cos^2(\theta/2)$,

$$(-\mathrm{Im}\,Z)_{\max}=\frac{R\sin\theta}{2(1+\cos\theta)}=\frac R2\tan\frac{n\pi}{4}.$$

The whole curve is an arc of a circle. To see this, put $X=\mathrm{Re}\,Z/R$ and $W=-\mathrm{Im}\,Z/R$. Since $|1+ue^{j\theta}|^2=D$, we have $X^2+W^2=1/D$, and so

$$X-(X^2+W^2)=\frac{u\cos\theta}{D}=W\cot\theta.$$

Moving all terms to one side and completing both squares gives

$$\left(X-\tfrac12\right)^2+\left(W+\tfrac12\cot\theta\right)^2
=\tfrac14(1+\cot^2\theta)=\frac{1}{4\sin^2\theta}.$$

The centre lies below the real axis when $n<1$. The arc still meets that axis at $0$ and $R$, so its width gives $R$ directly.

## Why the 10 kHz reading is lower

A bridge set to its parallel model reports $C_p=\mathrm{Im}\,Y/\omega$. The resistor contributes nothing to $\mathrm{Im}\,Y$, hence

$$C_p(\omega)=Q\,\omega^{n-1}\sin\theta=C_{\rm eq}(\omega\tau)^{n-1}\sin\frac{n\pi}{2},$$

where the last step uses $Q=C_{\rm eq}\tau^{n-1}$. At the peak, $C_p=C_{\rm eq}\sin(n\pi/2)$, which is close to $C_{\rm eq}$ when $n$ is near one. Above the peak, $C_p$ falls by the factor $10^{-(1-n)}$ per decade.

This explains the opening numbers. It also limits their interpretation. In the model, $C_p$ tends to zero at high frequency and grows without bound at low frequency when $n<1$. There is no plateau that could be called the geometric capacitance. When $n$ is close to one, these limits are approached so slowly that they do not show where the constant-phase law fails in a real film; the band over which it holds must be found from data. A permittivity calculated from $C_{\rm eq}$ belongs to the frequency $\omega_m$ and should be quoted with it.

## Worked example

The inputs are $R=1.00\times10^9$ Ω, $Q=2.80\times10^{-10}$ S s$^n$ and $n=0.97$. Then

$$RQ=0.280\ \mathrm{s}^{0.97},\qquad \tau=0.280^{1/0.97}\ \mathrm s=0.2692\ \mathrm s,$$

$$f_m=\frac{1}{2\pi\tau}=0.591\ \mathrm{Hz},\qquad
C_{\rm eq}=\frac{0.2692\ \mathrm s}{10^9\ \Omega}=269\ \mathrm{pF}.$$

The electrode area is $A=7.854\times10^{-5}$ cm², so the capacitance per area is 3.43 μF/cm². With film thickness $d$, the apparent relative permittivity $C_{\rm eq}d/(\varepsilon_0A)$ is 38.7.

At the peak, $\mathrm{Re}\,Z=500$ MΩ and $-\mathrm{Im}\,Z=477$ MΩ. The ideal arc would reach 500 MΩ. The gap of 23 MΩ is 2.3 % of $R$, and to the printed precision this is also the largest distance between the two impedances, taken at equal frequency, over the range scanned.

For the reading at 10 kHz, the frequency ratio is $10^4/0.5912=1.69\times10^4$, and

$$\frac{C_{\rm eq}}{C_p(10\ \mathrm{kHz})}=\frac{(1.69\times10^4)^{0.03}}{0.99889}=1.34.$$

An exponent only 0.03 below one thus produces a difference of 34 %, relative to the 10 kHz value, because it acts over more than four decades.

## Sensitivity to the fitted parameters

Taking the logarithm of the result, with all quantities as numerical values in SI units,

$$\ln C_{\rm eq}=\frac1n\ln Q+\left(\frac1n-1\right)\ln R.$$

The derivatives at fixed values of the other two parameters are

$$\frac{\partial\ln C_{\rm eq}}{\partial\ln Q}=\frac1n,\qquad
\frac{\partial\ln C_{\rm eq}}{\partial\ln R}=\frac{1-n}{n},$$

$$\frac{\partial\ln C_{\rm eq}}{\partial n}=-\frac{\ln(RQ)}{n^2}=-\frac{\ln(\tau/1\,\mathrm s)}{n}.$$

In the example they are 1.031, 0.031 and 1.35. An error of $+0.01$ in $n$ at fixed $Q$ therefore raises $C_{\rm eq}$ by about 1.3 %.

That small number can mislead, because fixing $Q$ means fixing the magnitude of $Y_Q$ at 1 rad/s. If the data instead fix the magnitude at some $\omega_0$, then $Q\omega_0^n$ is constant and $\mathrm d\ln Q/\mathrm dn=-\ln\omega_0$. Adding this contribution, multiplied by $1/n$, gives

$$\frac{\mathrm d\ln C_{\rm eq}}{\mathrm dn}=-\frac{\ln(\omega_0\tau)}{n}.$$

For a magnitude fixed at 10 kHz, $\omega_0\tau=1.69\times10^4$ and the derivative is about $-10$. The same error of $+0.01$ now lowers $C_{\rm eq}$ by about 10 %. Extrapolation from high frequency to an unmeasured peak needs an accurate $n$, and also the assumption that $n$ stays constant on the way. It needs a value of $R$ as well, which the derivative above holds fixed and which high-frequency data may hardly determine. In the example, an $R$ ten times too large raises $C_{\rm eq}$ by 7.4 % and places the peak at a frequency about eleven times too low.

Reading the peak directly has another difficulty: its top is flat. With $s=\ln(\omega\tau)$ we have $u+1/u=2\cosh(ns)$. For small $ns$, $\cosh(ns)\approx1+n^2s^2/2$, so the fractional drop from the peak is approximately

$$\frac{n^2s^2}{2(1+\cos\theta)}.$$

For $n=0.97$, an offset of 10 % in frequency lowers the signal by less than half a percent. Since $C_{\rm eq}=1/(\omega_mR)$, that offset changes the capacitance by about 10 %. If the circuit describes the data, a fit to the complex arc is preferable to choosing the highest data point.

## Series elements

A series resistance $R_s$ adds to $\mathrm{Re}\,Z$ and leaves $\mathrm{Im}\,Z$ unchanged. The peak frequency stays where it was, but the total dc resistance is now $R+R_s$. The $R$ in the formula is the width of the arc. If $C_{\rm eq}=1/(\omega_mR)$ is evaluated with the measured peak frequency, using the total instead multiplies the result by $R/(R+R_s)$.

A leaky interface layer is different, because it has an arc of its own. Take a layer 1 nm thick with relative permittivity 30 and a resistance of 5 % of $R$. Its capacitance is 2086 pF and its time constant is $0.05\times10^9\ \Omega\times2086\ \mathrm{pF}=0.104$ s, shorter than that of the film. At the film's peak the layer's $-\mathrm{Im}\,Z$ is still rising with frequency, so the peak of the sum lies higher. If the two arcs are read as one, with the total dc resistance, the capacitance comes out 7.5 % below the $C_{\rm eq}$ of the film alone. Of this, division by 1.05 accounts for about 4.8 %; the peak shift supplies the rest. This figure applies to a reading from the peak frequency. A single-arc fit to the complex impedance gives a different bias, which depends on the band and the weighting: with residuals scaled by $|Z|$ it is about $-9.6$ % over 0.01–100 Hz and about $-10.4$ % over 0.01 Hz–100 kHz.

A stray capacitance of 1 pF in parallel raises the reading by 0.38 %, close to its share of 1/269.

## Leakage, temperature and amplitude

$C_{\rm eq}$ depends on $R$ even when the constant-phase element does not change. Lower resistance moves the peak to higher frequency, where the element has a smaller capacitance. Suppose that leakage is thermally activated with energy $E_a=0.50$ eV:

$$R(T_2)=R(T_1)\exp\!\left[\frac{E_a}{k_B}\left(\frac1{T_2}-\frac1{T_1}\right)\right].$$

Between 300 K and 358 K the resistance falls to 43.6 MΩ. With $Q$ and $n$ held fixed, the peak moves to 15 Hz and $C_{\rm eq}$ falls by 9.2 %. This fall is not evidence of a change in the dielectric. A real film may also change its $Q$ and $n$ on heating, which this estimate omits.

The leakage may also depend on the field. An amplitude $V_0=20$ mV across 10 nm is a field $F=0.020$ MV/cm. For an electron leaving a charged Coulomb centre, the energy along the field is $-e^2/(4\pi\varepsilon r)-eFr$. Its maximum is at $r^2=e/(4\pi\varepsilon F)$, where both terms are equal, and the barrier is lowered by

$$\Delta=2eFr=\sqrt{\frac{e^3F}{\pi\varepsilon}}.$$

With an optical relative permittivity of 4.4 this formula gives $\Delta=0.051$ eV, but the maximum then lies at $r=\Delta/(2eF)=13$ nm, outside the 10 nm film. The formula, known as the Poole-Frenkel lowering, therefore does not apply here. The Poole-Frenkel lines in the numerical output, a conductance factor of 6.2 and a change of $-5.5$ % in $C_{\rm eq}$, show only what it would give if it were used outside its range; they do not estimate a real effect.

The consequence of a given field dependence can still be stated. If the conductance rises by a factor $g$ while $Q$ and $n$ stay fixed, $C_{\rm eq}$ is multiplied by $g^{-(1-n)/n}$; in the example a doubling lowers it by 2.1 %. If $R$ is taken from the width of an arc measured at the same fixed voltage amplitude, this change is already included. If the conductance depends on the amplitude, spectra taken at different amplitudes should not be fitted together with a single $R$.

## Comparison with a real ferroelectric film

The thickness, the 10 kHz permittivity near 30 and a remanent polarization $2P_r$ of about 40 μC/cm² are rough typical values for this class of film. The exponent 0.97 is an assumed value; it implies a loss tangent of 0.047 at 10 kHz and a fall of $C_p$ by 6.7 % per decade, both of which should be compared with measurements on the film at hand. The resistance is much less certain: it depends strongly on electrodes, processing, cycling and voltage. The sub-hertz permittivity of 38.7 is a consequence of extending one exponent over more than four decades, not an observed value.

The linear model also assumes that no polarization switches, and even a small switched fraction would matter. At the peak frequency $\omega_m$, the linear peak-to-peak charge of the constant-phase element is

$$2V_0\frac{C_{\rm eq}}A=2\times0.020\ \mathrm V\times3.427\ \mu\mathrm{F/cm^2}=0.137\ \mu\mathrm{C/cm^2}.$$

If 0.1 % of $2P_r$ switched back and forth in each cycle, it would add 0.040 μC/cm², or 29 % of the linear charge. A fraction of $3.4\times10^{-5}$ is enough for 1 %. The part in phase with the voltage would appear as capacitance, and the lagging part as loss. The ac field is small beside a coercive field of roughly 1 MV/cm, but that comparison alone cannot exclude so small a fraction. Repeating the spectrum at half the amplitude, with the same bias and poling history, tests for a nonlinear contribution.

## Implementation

1. Fit the complex impedance with $R_s$, $R$, $Q$ and $n$, at one voltage amplitude and one temperature. Add a second arc if the residuals show one, but note that noise can hide a weak one.
2. Take $R$ as the arc width. Compute $\ln\tau=\ln(RQ)/n$ from SI values, then $C_{\rm eq}=\tau/R$.
3. Check that $f_m=1/(2\pi\tau)$ lies inside the measured band. If it does not, mark $C_{\rm eq}$ as extrapolated and include the errors of both $n$ and $R$; for $n$, use the sensitivity at the frequency where the data fix the admittance. If $f_m$ lies below the band, the arc width may be poorly determined, and $R$ then needs a separate measurement under the same conditions.
4. Report $C_{\rm eq}$ together with $f_m$, $n$, $R$, temperature and amplitude.
5. For a circuit that works at another frequency, use $C_p(\omega)$ there, provided the fit covers that frequency and $R_s|Y(\omega)|$ is much less than one, where $Y$ is the admittance of $R$ and the constant-phase element in parallel. Otherwise compute the admittance of the whole circuit, including $R_s$.

The full set of values is given in the numerical output below.

## Table of computed values

```
Largest relative peak mismatch in tests: 6.2e-08
Film thickness: 10 nm
Electrode diameter: 100 um
Electrode area: 7.854e-05 cm2
Resistance R: 1.00e+09 ohm
Coefficient Q: 2.80e-10 S s^n
Exponent n: 0.97
Product RQ: 0.280 s^n
Characteristic time tau: 0.2692 s
Peak angular frequency (numerical): 3.7148 rad/s
Peak frequency: 0.5912 Hz
Re Z at peak: 500.0 Mohm
-Im Z at peak: 477.0 Mohm
Largest |Z difference| from ideal arc: 2.30 % of R
Equivalent capacitance: 269.19 pF
Equivalent capacitance per area: 3.427 uF/cm2
Apparent relative permittivity: 38.71
sin(n pi/2): 0.99889
Parallel capacitance at peak: 268.89 pF
Parallel capacitance at 10 kHz: 200.78 pF
Relative permittivity at 10 kHz: 28.87
C_eq / C_parallel(10 kHz): 1.341
Sensitivity d ln C / d ln Q: 1.0309
Sensitivity d ln C / d ln R: 0.0309
Sensitivity d ln C / d n: 1.353
Interface: 1 nm, permittivity 30, resistance 5 % of R
Interface capacitance: 2086 pF
Interface changes C reading by: -7.50 %
Stray capacitance: 1.0 pF
Stray changes C reading by: 0.38 %
Reference and hot temperature: 300 K, 358 K
Leakage activation energy: 0.50 eV
Hot resistance: 43.57 Mohm
Hot peak frequency: 14.95 Hz
Heating changes C_eq by: -9.24 %
AC voltage amplitude: 20 mV
AC field amplitude: 0.020 MV/cm
Optical relative permittivity: 4.4
Poole-Frenkel barrier lowering: 0.0512 eV
Poole-Frenkel conductance factor: 6.24
Poole-Frenkel changes C_eq by: -5.50 %
Remanent polarization 2Pr: 40 uC/cm2
Linear peak-to-peak charge: 0.1371 uC/cm2
Assumed switched fraction of 2Pr: 0.10 %
Switched / linear charge: 29.2 %
Switched fraction worth 1 % of linear charge: 3.43e-05
```
